# The smallest half-pitch from two-beam imaging at 193 nm

## Problem

A projection lens has numerical aperture $\mathrm{NA}=1.35$ on the wafer side and works with light of vacuum wavelength $\lambda=193$ nm. It images a mask of equal parallel lines and spaces. What is the smallest half-pitch that ideal two-beam imaging can form in a single exposure, and can any other illumination do better?

The pitch $p$ is the width of one line plus one space, and the half-pitch is $h=p/2$. All lengths on the mask are quoted at wafer scale, so the reduction ratio of the lens does not appear. The numerical aperture is $\mathrm{NA}=n\sin\theta_{\max}$, where $\theta_{\max}$ is the steepest beam angle in a medium of index $n$. The lens has no aberrations and the mask is thin. The resist responds to the local intensity, and each period of the intensity prints one line.

## A tempting solution

Light falls straight down on the mask. A grating of period $p$ sends its diffraction orders into directions given by

$$n\sin\theta_m=\frac{m\lambda}{p},\qquad m=0,\pm1,\pm2,\ldots$$

The undiffracted order, $m=0$, carries no information about the period. Fringes need a second beam, so the lens must also accept a first order:

$$\frac{\lambda}{p}\le\mathrm{NA}.$$

The smallest pitch is then $\lambda/\mathrm{NA}$, and the smallest half-pitch is

$$h=\frac{\lambda}{2\,\mathrm{NA}}=\frac{193\ \text{nm}}{2\times1.35}=71.48\ \text{nm}.$$

## Where it fails

The grating equation is right, and so is the demand for two beams. The fault is in the first sentence: the problem does not say that the light falls straight down. That choice puts the zero order at the centre of the pupil, so the first order can be at most one pupil radius away. The pupil is two radii wide, so between these two orders half of the available separation is wasted.

To see what the illumination angle does, let the light arrive obliquely. Let $s$ be its direction in units of the pupil radius, so that $s=0$ is on axis and $s=1$ is the pupil edge. The grating adds the same step to every order, so the orders cross the pupil at

$$s_m=s+mq,\qquad q=\frac{\lambda}{p\,\mathrm{NA}}.$$

A beam passes if $-1\le s_m\le1$. For $0\le s\le1$ the zero order passes, and the order $m=-1$ passes if

$$s-q\ge-1\quad\Longrightarrow\quad q\le1+s.$$

Inserting $q$ and solving for the pitch gives

$$p\ge\frac{\lambda}{\mathrm{NA}(1+s)},\qquad h\ge\frac{\lambda}{2\,\mathrm{NA}(1+s)}. \tag{1}$$

Setting $s=0$ recovers the tempting answer. It is the correct limit for an image that has the pitch of an ordinary mask lit on axis, but not for two-beam imaging in general. On axis the orders $+1$ and $-1$ enter together, so that image has three beams. The two outer beams lie at opposite pupil edges. In a plane out of focus where they are a quarter wave out of phase with the zero order (about 51 nm away in water), only their fringes at half the mask pitch remain, with reduced contrast on a uniform background. As $s$ grows to 1, the limit falls by a factor of two.

## The right solution

### The fringes of two edge beams

At $s=1$ and $q=2$ the two beams cross the pupil at its opposite edges. At the wafer they arrive at angles $\pm\theta_{\max}$, with transverse wave numbers $\pm k_x$, where

$$k_x=\frac{2\pi n}{\lambda}\sin\theta_{\max}=\frac{2\pi\,\mathrm{NA}}{\lambda}.$$

"Ideal" means that the beams are mutually coherent, have equal amplitude $E_0$, and have parallel electric fields. Both have the same wave number along the optical axis, so the axial phase is a common factor and drops out of the intensity. With $I_0=E_0^2$ for one beam alone,

$$I(x)=\left|E_0e^{ik_xx}+E_0e^{-ik_xx}\right|^2=4I_0\cos^2(k_xx).$$

The identity $2\cos^2\alpha=1+\cos2\alpha$ turns this into

$$I(x)=2I_0\left[1+\cos\left(\frac{4\pi\,\mathrm{NA}}{\lambda}x\right)\right].$$

One period is the distance over which the argument of the cosine grows by $2\pi$:

$$\frac{4\pi\,\mathrm{NA}}{\lambda}\,p=2\pi\quad\Longrightarrow\quad p=\frac{\lambda}{2\,\mathrm{NA}},\qquad h_{\min}=\frac{\lambda}{4\,\mathrm{NA}}. \tag{2}$$

For the given lens,

$$p=\frac{193\ \text{nm}}{2.70}=71.48\ \text{nm},\qquad h_{\min}=\frac{193\ \text{nm}}{5.40}=35.74\ \text{nm}.$$

The half-pitch is therefore about 35.7 nm. The tempting half-pitch has the same numerical value as the correct full pitch, which is the factor of two again.

The wavelength in (2) is the vacuum wavelength. It is true that the wavelength is shorter in a liquid, but this is already counted in NA:

$$\frac{\lambda/n}{4\sin\theta_{\max}}=\frac{\lambda}{4n\sin\theta_{\max}}=\frac{\lambda}{4\,\mathrm{NA}}.$$

Dividing by $n$ once more would count the liquid twice. By Snell's law $n\sin\theta$ is the same in all flat layers, so the fringe period is the same in the liquid and in the resist.

### Why no other illumination does better

Take one source point and any mask. Behind the lens, each component of the electric field is a sum of waves whose spatial frequencies $f$ along $x$ lie within the pupil:

$$E(x)=\int_{-F}^{F}A(f)\,e^{2\pi ifx}\,df,\qquad F=\frac{\mathrm{NA}}{\lambda}.$$

The intensity is the product of the field with its complex conjugate:

$$|E(x)|^2=\int_{-F}^{F}\!\int_{-F}^{F}A(f)A^*(g)\,e^{2\pi i(f-g)x}\,df\,dg.$$

The frequencies in the intensity are differences $f-g$. Since both numbers lie between $-F$ and $F$, the difference cannot exceed $2F=2\,\mathrm{NA}/\lambda$ in size. Adding the other field components, or the intensities from other source points, adds terms with the same restriction.

An intensity of period $p$ contains only the frequencies $0,\pm1/p,\pm2/p,\ldots$ If $1/p>2\,\mathrm{NA}/\lambda$, all of them except zero are forbidden, and the image is uniform. Modulation therefore requires $p\ge\lambda/(2\,\mathrm{NA})$, which is the value reached in (2). This bound is for a pattern that repeats with period $p$. A few neighbouring lines in a non-uniform pattern can lie somewhat closer, but only where the image is much dimmer than elsewhere.

A numerical search agrees. It used a mask with 40% of each period clear and source directions from $-3$ to $3$ pupil radii, and it looked for the shortest period with a modulated image. The half-pitch found was 35.74 nm.

The argument also shows what kind of limit this is. The difference $2F$ arises only from $f=F$ and $g=-F$, so at the limit itself just one source direction is useful for a given order pair. A source of finite size then gives no contrast there. The value 35.7 nm can be approached, but not used with a real source.

### A second way to reach the same limit

Oblique light is not essential. Consider a mask lit on axis in which neighbouring clear spaces transmit with opposite sign, separated by opaque lines. This is an alternating phase-shift mask. If the intensity is to have pitch $p$, the mask transmission $t(x)$ has period $2p$ and obeys

$$t(x+p)=-t(x).$$

Write $c_m$ for the amplitude of order $m$. A shift by half the mask period multiplies $c_m$ by $e^{i\pi m}=(-1)^m$, while the relation above says that it multiplies $c_m$ by $-1$. Hence $c_m=0$ for every even $m$, including the zero order. The orders $m=\pm1$ have equal size because $t$ is real, and they lie at frequencies $\pm1/(2p)$. They pass if

$$\frac{1}{2p}\le\frac{\mathrm{NA}}{\lambda}\quad\Longrightarrow\quad p\ge\frac{\lambda}{2\,\mathrm{NA}}.$$

The image search for this mask also gives 35.74 nm, and the contrast just above the limit is 1.000. The two methods differ in how they place the beams, but both use the full width of the pupil.

## What the ideal picture leaves out

Contrast is defined as $C=(I_{\max}-I_{\min})/(I_{\max}+I_{\min})$. For the ideal beams $C=1$. Each effect below is taken separately, with the others kept ideal unless stated.

**Unequal beams.** An ordinary mask with equal clear and opaque parts has zero-order amplitude $a=1/2$. With a clear part centred at $x=0$, its first-order amplitude is

$$b=\frac1p\int_{-p/4}^{p/4}e^{2\pi ix/p}\,dx=\frac{\sin(\pi/2)}{\pi}=\frac1\pi.$$

The two-beam intensity is $a^2+b^2+2ab\cos(2\pi x/p)$, so

$$C=\frac{2ab}{a^2+b^2}=\frac{1/\pi}{1/4+1/\pi^2}=0.906.$$

This is a small loss, and the period is unchanged.

**Polarization.** Parallel fields require the electric field to point along the lines (TE). In the other polarization (TM) the field lies in the plane of the two beams and tilts with them. For a resist of index about 1.7, a rough typical value, Snell's law gives $\sin\theta=1.35/1.7=0.794$ and $\theta=52.6^\circ$. The unit field vectors are $(\cos\theta,0,-\sin\theta)$ and $(\cos\theta,0,\sin\theta)$, and their scalar product replaces 1 in the interference term:

$$C_{\mathrm{TM}}=\cos^2\theta-\sin^2\theta=\cos2\theta=-0.261.$$

The sign is kept on purpose: TM light is brightest where TE light is darkest. If both polarizations have equal strength in the resist, the contrast is the average, $(1-0.261)/2=0.369$. At this aperture, polarization control matters far more than the imbalance of the beams.

**Finite source.** Let the ordinary mask be lit by a thin dipole source: two short line segments along the pitch direction, from $s=0.8$ to $s=1$ and from $s=-0.8$ to $s=-1$. By (1), the innermost points still give two beams if

$$h\ge\frac{193\ \text{nm}}{2\times1.35\times1.8}=39.71\ \text{nm}.$$

Below this, only points with $s\ge q-1$ are useful. For $1.8\le q\le2$ they form the fraction

$$f=\frac{1-(q-1)}{1-0.8}=\frac{2-q}{0.2}.$$

The other points send just the zero order, which adds uniform light. In focus, all useful points give fringes in the same position, and the mirrored segment gives the same image. The average intensity is $a^2+fb^2+2abf\cos(2\pi x/p)$, so

$$C=\frac{2abf}{a^2+fb^2}.$$

At $h=38$ nm, $q=193/(76\times1.35)=1.881$, which gives $f=0.595$ and $C=0.610$. The computed images show how quickly the contrast falls:

| Half-pitch (nm) | Useful fraction | Contrast |
|---|---|---|
| 40 | 1.000 | 0.906 |
| 38 | 0.595 | 0.610 |
| 36 | 0.072 | 0.089 |
| 35 | 0.000 | 0.000 |

The 36 nm image is allowed by (2), but nearly all of its light is background. At 35 nm the bound is violated and no modulation remains. The table keeps the amplitudes $a$ and $b$ for beams that arrive at unequal angles. The angle-dependent amplitude factors of the lens and of the water-resist interface shift these contrasts by up to about 0.01, for example from 0.61 to 0.62 at 38 nm.

**Resist blur.** Diffusion in the resist smooths the recorded image. Model it by a normalized Gaussian $G(t)$ of standard deviation $L$. Because $G$ is even, smoothing multiplies $\cos(kx)$, with $k=2\pi/p$, by

$$J(k)=\int_{-\infty}^{\infty}G(t)\cos(kt)\,dt.$$

Differentiate with respect to $k$, use $tG=-L^2\,dG/dt$, and integrate by parts:

$$\frac{dJ}{dk}=-\int tG\sin(kt)\,dt=L^2\int\frac{dG}{dt}\sin(kt)\,dt=-L^2k\,J.$$

Since $J(0)=1$, the solution is $J=e^{-k^2L^2/2}=e^{-2\pi^2L^2/p^2}$. With $L=10$ nm, a rough typical size, and $p=71.48$ nm, the exponent is $-0.386$ and the contrast falls from 1 to 0.680. At fixed $L$ the loss grows rapidly as the pitch shrinks.

## Reading the number for a real process

The parameters are those of argon-fluoride lithography with water between lens and wafer. The liquid is necessary: in air, where $n$ is very nearly 1, NA cannot exceed about 1 and the half-pitch cannot fall below about 48 nm. In water of index about 1.44, the edge beams travel at $69.6^\circ$ to the axis, so little room is left for a larger aperture. Single-exposure dense lines on such tools are made at roughly 40 nm. Real sources are not points, and for the dipole chosen here, using the whole source moves the half-pitch from 35.7 to 39.7 nm. That figure depends on the chosen inner edge, $s=0.8$, so its closeness to 40 nm is not a test of the model. If the source is also extended along the lines, a point $(s_x,s_y)$ gives two beams when $(s_x-q)^2+s_y^2\le1$. These points fill the leaf-shaped overlap of the pupil with its copy shifted by $q$. A pole shaped like this leaf for $q=1.8$ spans $s_x=0.8$ to 1, reaches $|s_y|=0.44$, and is still fully useful at 39.7 nm. A pole that extends outside the leaf, such as a sector of a ring with inner radius 0.8, needs a somewhat larger pitch. Resist absorption, substrate reflections, mask thickness and lens aberrations have not been calculated.

The last digit should not be pressed. A wavelength larger by 0.5 nm would raise the limit by 0.09 nm, and an aperture smaller by 0.005 would raise it by 0.13 nm.

The bound belongs to one exposure. Two exposures whose intensities simply add in the same resist do not escape it, since the sum contains no new frequencies. Finer patterns become possible when a nonlinear step intervenes, for example when one set of lines is fixed in place before a second set is printed between them. Each exposure then still obeys (2), but the combined pattern need not.

The main values are collected in the numerical output.

## Numbers as computed

```
vacuum wavelength: 193 nm
numerical aperture: 1.35 (no unit)
minimum pitch, formula: 71.48 nm
minimum half-pitch, formula: 35.74 nm
minimum half-pitch, image search: 35.74 nm
binary mask on axis, minimum half-pitch: 71.48 nm
phase-shift mask on axis, minimum half-pitch: 35.74 nm
dry bound NA=1, half-pitch: 48.25 nm
water index, rough: 1.44 (no unit)
resist index, rough: 1.7 (no unit)
beam angle in water: 69.6 degrees
beam angle in resist: 52.6 degrees
phase-shift mask contrast near limit: 1.000 (no unit)
binary mask two-beam contrast: 0.906 (no unit)
TE contrast in resist: 1.000 (no unit)
TM signed contrast in resist: -0.261 (no unit)
unpolarized contrast in resist: 0.369 (no unit)
resist blur, rough standard deviation: 10 nm
contrast after blur at limit: 0.680 (no unit)
dipole inner edge: 0.8 pupil radius
half-pitch using whole dipole: 39.71 nm
dipole at half-pitch 35 nm: useful fraction 0.000, contrast 0.000
dipole at half-pitch 36 nm: useful fraction 0.072, contrast 0.089
dipole at half-pitch 38 nm: useful fraction 0.595, contrast 0.610
dipole at half-pitch 40 nm: useful fraction 1.000, contrast 0.906
half-pitch shift, wavelength +0.5 nm: 0.09 nm
half-pitch shift, NA -0.005: 0.13 nm
```
